# Indirect absorption between parabolic bands in one, two and three dimensions, part 1

(Sections cited here and not found follow in the second part.)

## The power law for free electron-hole pairs

Let a filled valence band have its maximum at one wavevector and an empty conduction band its minimum at another, separated from the first by $\mathbf Q_0$. The gap $E_g$ is the energy difference between these two extrema. The carriers move freely in $d$ dimensions, with $d=1$, 2 or 3, inside a $d$-dimensional volume $V$ with periodic boundaries. The electron wavevector $\mathbf k_e$ is measured from the conduction minimum. The wavevector $\mathbf k_h$ of the emptied valence state is measured from the valence maximum. Both kinetic energies are counted as positive:

$$
E_e=\sum_{i=1}^{d}\frac{\hbar^2k_{e,i}^2}{2m_{e,i}},\qquad
E_h=\sum_{i=1}^{d}\frac{\hbar^2k_{h,i}^2}{2m_{h,i}} .
$$

The masses may differ from axis to axis, but the two bands are taken to share the same principal axes. Planck's constant $\hbar$ is kept explicit; numbers are given in eV and nm, and masses in units of the free-electron mass $m_0$.

A photon of energy $\hbar\omega$ carries far too little momentum to supply $\mathbf Q_0$. The missing wavevector comes from a phonon, which is either emitted or absorbed. Its energy $\hbar\Omega$ is taken as fixed. Energy conservation then reads $E_e+E_h=\Delta$, where the excess energy is

$$
\Delta=\hbar\omega-E_g\mp\hbar\Omega ,
$$

with the upper sign for emission and the lower sign for absorption of the phonon. An emitted phonon must be paid for by the photon, so its onset lies at the higher photon energy. The two kinetic energies cannot be negative, and nothing is absorbed in a given branch when $\Delta<0$.

The process is of second order. The photon takes the system to an intermediate state that does not conserve energy, and the phonon completes the transition, or the two act in the opposite order. The effective matrix element $M$ is a sum of products of a photon and a phonon matrix element, each product divided by the energy mismatch of its intermediate state. Near the onset both carriers stay close to their extrema, the phonon wavevector stays close to $\mathbf Q_0$, and the mismatches hardly change if they are large compared with $\Delta$. The assumption of this derivation is therefore that $|M|^2$ has one value for all pairs. Its dependence on volume must still be kept. At a given light amplitude the photon factor does not depend on $V$, while the amplitude of a single normalized phonon mode falls as $1/\sqrt V$. Hence

$$
|M|^2=\frac{C}{V},
$$

where $C$ is independent of $V$, $\mathbf k_e$ and $\mathbf k_h$. It contains the phonon occupation $N$ through a factor $N+1$ for emission and $N$ for absorption.

The golden rule gives the transition rate per spin as

$$
R=\frac{2\pi}{\hbar}\sum_{\mathbf k_e}\sum_{\mathbf k_h}|M|^2\,
\delta(\Delta-E_e-E_h).
$$

The two sums are independent, and this is the decisive difference from direct absorption. For any chosen pair $(\mathbf k_e,\mathbf k_h)$ there is one phonon wavevector in the branch that balances the momentum. The sum over phonons is thereby used up, and no restriction on the pair remains. The valence band is full and the conduction band empty, so no occupation factors appear and no pairs are present to run the process backwards.

Define the pair density $J_d(\Delta)$ as the number of pairs per unit energy and per $V^2$,

$$
J_d(\Delta)=\frac{1}{V^2}\sum_{\mathbf k_e,\mathbf k_h}\delta(\Delta-E_e-E_h),
\qquad\text{so that}\qquad
\frac{R}{V}=\frac{2\pi}{\hbar}\,C\,J_d(\Delta).
$$

One factor $V$ from the double sum is cancelled by $|M|^2$, and the other makes the rate proportional to the size of the sample, as it must be. The question has become one of counting.

The count begins with a single band. Allowed wavevectors have density $V/(2\pi)^d$. States with energy below $E$ fill an ellipsoid whose semi-axes are $\sqrt{2m_iE}/\hbar$. Its volume is the product of the semi-axes times the volume $v_d$ of the unit ball in $d$ dimensions. That volume follows from a Gaussian integral done in two ways, first axis by axis and then in spherical shells of volume $v_d\,d\,r^{d-1}dr$:

$$
\pi^{d/2}=\int e^{-r^2}d^dr
=v_d\,d\int_0^\infty r^{d-1}e^{-r^2}dr
=v_d\,\frac d2\,\Gamma\!\left(\frac d2\right)
=v_d\,\Gamma\!\left(\frac d2+1\right).
$$

The radial integral was evaluated with $t=r^2$, for which $r^{d-1}dr=\tfrac12t^{d/2-1}dt$, and the last equality uses $x\Gamma(x)=\Gamma(x+1)$. Thus $v_d=\pi^{d/2}/\Gamma(d/2+1)$, and the number of states below $E$, per volume and spin, is

$$
n(E)=\frac{1}{(2\pi)^d}\,\frac{\pi^{d/2}}{\Gamma(d/2+1)}\,
\frac{(2E)^{d/2}}{\hbar^d}\prod_i\sqrt{m_i}
=\frac{\prod_i\sqrt{m_i}}{(2\pi\hbar^2)^{d/2}}\,
\frac{E^{d/2}}{\Gamma(d/2+1)} .
$$

Here $\pi^{d/2}2^{d/2}=(2\pi)^{d/2}$ has cancelled half of the powers in $(2\pi)^d$. Differentiation brings down $d/2$, which turns $\Gamma(d/2+1)$ into $\Gamma(d/2)$:

$$
g(E)=\frac{dn}{dE}=\frac{\prod_i\sqrt{m_i}}{(2\pi\hbar^2)^{d/2}}\,
\frac{E^{d/2-1}}{\Gamma(d/2)} .
$$

This density of states grows as $\sqrt E$ in three dimensions, is constant in two, and diverges as $1/\sqrt E$ in one.

The sums over $\mathbf k_e$ and $\mathbf k_h$ are now replaced by integrals over the two energies. The delta function sets $E_h=\Delta-E_e$, which leaves a convolution:

$$
J_d(\Delta)=\int_0^\Delta g_e(E)\,g_h(\Delta-E)\,dE
=\frac{\prod_i\sqrt{m_{e,i}m_{h,i}}}{(2\pi\hbar^2)^d\,\Gamma(d/2)^2}
\int_0^\Delta E^{d/2-1}(\Delta-E)^{d/2-1}dE .
$$

Put $E=x\Delta$. Each factor in the integrand contributes $\Delta^{d/2-1}$ and the differential contributes $\Delta$. The total power is $2(d/2-1)+1=d-1$, so

$$
\int_0^\Delta E^{d/2-1}(\Delta-E)^{d/2-1}dE
=\Delta^{d-1}\int_0^1x^{d/2-1}(1-x)^{d/2-1}dx
=\Delta^{d-1}B\!\left(\frac d2,\frac d2\right).
$$

The power law is already established, since the remaining integral $B$ is a pure number. To evaluate it, let $p=d/2$ and write the square of a gamma function as a double integral. With $s=ux$ and $t=u(1-x)$, the area element is $ds\,dt=u\,du\,dx$, and

$$
\Gamma(p)^2=\int_0^\infty\!\!\int_0^\infty s^{p-1}t^{p-1}e^{-s-t}\,ds\,dt
=\int_0^\infty u^{2p-1}e^{-u}du\int_0^1x^{p-1}(1-x)^{p-1}dx .
$$

The power of $u$ is $2(p-1)+1=2p-1$, so the first integral is $\Gamma(2p)$. Hence $B(p,p)=\Gamma(p)^2/\Gamma(2p)$. The factor $\Gamma(d/2)^2$ cancels from the pair density, with the result

$$
J_d(\Delta)=\frac{\prod_{i=1}^{d}\sqrt{m_{e,i}m_{h,i}}}
{(2\pi\hbar^2)^d\,\Gamma(d)}\;\Delta^{d-1},\qquad \Delta>0 .
$$

The three cases are

$$
J_3=\frac{\prod_{i=1}^{3}\sqrt{m_{e,i}m_{h,i}}}{2(2\pi\hbar^2)^3}\Delta^2,\qquad
J_2=\frac{\prod_{i=1}^{2}\sqrt{m_{e,i}m_{h,i}}}{(2\pi\hbar^2)^2}\Delta,\qquad
J_1=\frac{\sqrt{m_em_h}}{2\pi\hbar^2}.
$$

The rate starts quadratically in three dimensions, linearly in two, and with a finite jump in one.

The two-dimensional result has a simple reading. Both densities of states are constant, and the excess energy can be divided between electron and hole in a range of ways whose width is $\Delta$. In one dimension each density of states is singular at its own band edge, yet the rate is finite and flat. The substitution $x=\sin^2\theta$ shows why:

$$
\int_0^1\frac{dx}{\sqrt{x(1-x)}}
=\int_0^{\pi/2}\frac{2\sin\theta\cos\theta}{\sin\theta\cos\theta}\,d\theta=\pi .
$$

Each singularity is integrable. As $\Delta$ shrinks, the range of integration shrinks in proportion while the integrand grows in inverse proportion.

The same law can be read from geometry. The condition $E_e+E_h\le\Delta$ describes the inside of one ellipsoid in the combined space of $\mathbf k_e$ and $\mathbf k_h$, which has $2d$ dimensions. All its semi-axes grow as $\sqrt\Delta$, so it holds a number of pairs proportional to $(\sqrt\Delta)^{2d}=\Delta^d$. With the unit-ball volume $v_{2d}=\pi^d/\Gamma(d+1)$, this number is

$$
\mathcal N(\Delta)=\frac{V^2}{(2\pi)^{2d}}\,\frac{\pi^d}{\Gamma(d+1)}\,
\frac{(2\Delta)^d}{\hbar^{2d}}\prod_i\sqrt{m_{e,i}m_{h,i}}
=V^2\,\frac{\prod_i\sqrt{m_{e,i}m_{h,i}}}{(2\pi\hbar^2)^d\,\Gamma(d+1)}\,\Delta^d .
$$

Its derivative, divided by $V^2$, is $J_d$ again, because $d/\Gamma(d+1)=1/\Gamma(d)$.

For a direct transition at the same point of the zone, $\mathbf k_e=\mathbf k_h=\mathbf k$. The kinetic energies then add to $\sum_i\hbar^2k_i^2/2\mu_i$, where $1/\mu_i=1/m_{e,i}+1/m_{h,i}$. The ellipsoid has $d$ dimensions instead of $2d$, the number of pairs grows as $\Delta^{d/2}$, and the onset power is $d/2-1$. With a constant matrix element, direct absorption therefore starts as a square root in three dimensions, as a step in two, and with an inverse-square-root peak in one. Freeing the second wavevector adds $d/2$ to the power.

These counts were tested by listing the states of finite boxes and counting pairs one by one. The hole mass was 0.50 along every axis. The electron masses were 0.92, 0.19 and 0.19 in three dimensions, and 0.19 along each axis in two and one. The box sides were 150, 600 and 20 000 nm for $d=3$, 2 and 1. Comparing the pairs within 5 meV of $\Delta=50$ meV with those within 5 meV of $\Delta=100$ meV gave onset powers of 1.996, 1.000 and 0.000. The total number below 100 meV agreed with $\mathcal N$ to about one part in ten thousand or better. The small departure from 2 comes from the finite width $2w$ of the energy window. In three dimensions a window holds a number proportional to $(\Delta+w)^3-(\Delta-w)^3=6\Delta^2w+2w^3$, and with $w=5$ meV the ratio of the two windows is 3.990, a power of 1.996. For the direct transitions the wavevectors were tied together, in boxes of twice the side, and the total numbers of pairs below 50 and 100 meV were compared. The power of the total number is one higher than the onset power; subtracting one gave 0.498, $-0.000$ and $-0.500$.

Two changes of assumption show what the power depends on. Suppose first that the phonon energy varies linearly with wavevector near $\mathbf Q_0$, with slope $\hbar\mathbf v$. The energy balance then gains terms $\pm\hbar\mathbf v\cdot(\mathbf k_e-\mathbf k_h)$. Along each axis the square can be completed,

$$
\frac{\hbar^2k^2}{2m}\pm\hbar vk
=\frac{\hbar^2}{2m}\left(k\pm\frac{mv}{\hbar}\right)^2-\frac{mv^2}{2},
$$

so the ellipsoid is displaced but keeps its shape. The onset moves down by $\tfrac12\sum_i(m_{e,i}+m_{h,i})v_i^2$ and the power stays $d-1$. Suppose instead that symmetry makes $M$ vanish at the extrema and grow linearly with the wavevectors. Every wavevector on the energy shell scales as $\sqrt\Delta$, so $|M|^2$ contributes one more factor $\Delta$, and the onset power becomes $d$. The constant matrix element is thus a real condition for the law.

An experiment measures the absorption coefficient $\alpha$, the absorbed power per volume divided by the intensity. Let the vector potential have amplitude $A_0$ and write $C=\tilde C A_0^2$. The electric field amplitude is $\omega A_0$, and in a medium of refractive index $n$ the intensity is $\tfrac12\varepsilon_0cn\omega^2A_0^2$, where $\varepsilon_0$ is the vacuum permittivity and $c$ the speed of light. With a factor 2 for spin, which photon and phonon are assumed to leave unchanged,

$$
\alpha=\frac{2\,\hbar\omega\,(2\pi/\hbar)\,\tilde CA_0^2J_d}
{\tfrac12\varepsilon_0cn\omega^2A_0^2}
=\frac{8\pi\tilde C}{\varepsilon_0c}\,\frac{J_d(\Delta)}{n\omega}.
$$

The pure power therefore belongs to $n\omega\alpha$. Near an onset the factor $1/(n\omega)$ varies slowly, and it does not alter the leading power.

## Films, wires and the limits of the law

The excess energy $\Delta$ is the photon energy left after the gap and the phonon have been paid for. The pair density $J_d(\Delta)$ is proportional to $\Delta^{d-1}$, with the prefactors found above for $J_3$, $J_2$ and $J_1$. The rate per volume and spin is $(2\pi/\hbar)CJ_d$, where $|M|^2=C/V$ is the constant squared matrix element, and $\alpha$ is proportional to $J_d/(n\omega)$.

Real films and wires are three-dimensional objects in which some directions are confined. Take a film of thickness $L$ and area $A$ with hard walls. Across the film the envelope functions are $\phi_n(z)=\sqrt{2/L}\,\sin(n\pi z/L)$, with energies $n^2E_e$ for the electron and $m^2E_h$ for the hole, where

$$
E_e=\frac{\pi^2\hbar^2}{2m_{e,z}L^2},\qquad
E_h=\frac{\pi^2\hbar^2}{2m_{h,z}L^2}.
$$

From here on $E_e$ and $E_h$ denote these lowest confinement energies. The phonons are assumed to be those of a bulk crystal, with a normalization length $L_z$ across the film and a coupling that does not depend on $q_z$, the normal component of the wavevector. The squared matrix element is then $C|F_{nm}(q_z)|^2/(AL_z)$, where $F_{nm}$ is the Fourier transform of $\phi_n\phi_m$. The normal momentum of the carriers is no longer sharp, so phonons of many $q_z$ serve the same pair and their rates add. Parseval's theorem gives

$$
\frac{1}{L_z}\sum_{q_z}|F_{nm}(q_z)|^2
=\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}|F_{nm}(q_z)|^2
=\int_0^L\phi_n^2\phi_m^2\,dz .
$$

A valley separation along $z$ shifts the argument of $F_{nm}$ and leaves the sum over all $q_z$ unchanged. With $\sin^2\theta=\tfrac12(1-\cos2\theta)$,

$$
\int_0^L\phi_n^2\phi_m^2dz
=\frac1{L^2}\int_0^L\left(1-\cos\frac{2n\pi z}{L}\right)
\left(1-\cos\frac{2m\pi z}{L}\right)dz
=\frac{1}{L}\left(1+\frac{\delta_{nm}}2\right).
$$

The single cosines integrate to zero, and their product gives $L/2$ when $n=m$ and zero otherwise. Numerical summation over $q_z$ confirmed the values $1.5/L$ for the pair (1,1) and $1.0/L$ for (2,1).

The in-plane sums give $A^2J_2$. Dividing the rate by the film volume $AL$ leaves, for the lowest pair of subbands,

$$
\frac{R}{AL}=\frac{2\pi}{\hbar}\,C\,\frac{3}{2L^2}\,J_2(\Delta),
$$

where $\Delta$ is now measured from the film's own onset, which lies $E_e+E_h$ above that of the bulk. The onset is linear, as the two-dimensional law requires. Its strength relative to the bulk, at equal excess energy above each onset, with the same valley and the same $C$, is

$$
r_{\rm film}=\frac{3}{2L^2}\frac{J_2(\Delta)}{J_3(\Delta)}
=\frac{3}{2L^2}\,\frac{4\pi\hbar^2}{\sqrt{m_{e,z}m_{h,z}}\,\Delta}
=\frac{6\pi\hbar^2}{L^2\sqrt{m_{e,z}m_{h,z}}\,\Delta}.
$$

The in-plane masses have cancelled. The definitions of the confinement energies give $\hbar^2/(L^2\sqrt{m_{e,z}m_{h,z}})=2\sqrt{E_eE_h}/\pi^2$, and therefore

$$
r_{\rm film}=\frac{12}{\pi}\,\frac{\sqrt{E_eE_h}}{\Delta}.
$$

For free pairs with a constant squared matrix element, phonon-assisted absorption starts as $\Delta^{d-1}$, and the lowest subband pair of a film has a linear onset whose strength relative to the bulk is $r_{\rm film}$. What remains is the range of that linear law, the wire, the return of thick films to the bulk law, a silicon example, and the corrections, above all the attraction between electron and hole.

All numerical values are calculated from the stated model.
